# Factorizing periodic two-electron integrals by momentum transfer: quadratic storage in k-points: verification in Python

```python
# Result under test (hartree atomic units, spinless fermions).
# Orthonormal Bloch orbitals psi_{pk}, m per cell, N k-points, cell volume Omega.
# V_{(ab),(cd)} = int int rho_ab v conj(rho_cd) = (ab|dc), rho_ab = conj(psi_a) psi_b,
# v = periodic Coulomb kernel without q=0. Claims: V is block diagonal in the momentum
# transfer Q; V^Q = sum_n L_n L_n^dagger with rows (k,p,r) for the pair (p k, r k+Q);
# at fixed residual trace tau the rank n_Q is bounded independently of N, so storage
# m^2 N sum_Q n_Q is quadratic in N while the supercell factor M^2 n_super (M = mN) is cubic.
# Independent road: real-space supercell grid with FFT Coulomb, no k-points used.
import numpy as np
from itertools import product

a = 4.0
alpha = np.array([0.6, 0.3])
cen = np.array([[0.0, 0.0, 0.0], [1.5, 0.5, 0.0]])
m, tau, npts = 2, 1e-6, 12
epsA, epsB, t0, tx, ty = -0.5, 0.5, -0.2, -0.1, -0.1
Omega, b = a**3, 2*np.pi/a
Rs, Gs = np.arange(-4, 5), np.arange(-5, 6)

def cells(mesh):
    return np.array(list(product(*[range(n) for n in mesh])))

def flat(v, mesh):
    return np.ravel_multi_index(tuple(np.moveaxis(v % np.array(mesh), -1, 0)), mesh)

def plus_table(mesh):
    c = cells(mesh)
    return flat(c[:, None, :] + c[None, :, :], mesh)

def overlap1d(mu, nu, d):
    p = alpha[mu] + alpha[nu]
    dist = cen[nu, d] + Rs*a - cen[mu, d]
    return (4*alpha[mu]*alpha[nu]/np.pi**2)**0.25*np.sqrt(np.pi/p)*np.exp(-alpha[mu]*alpha[nu]/p*dist**2)

def pair1d(d, kq, q):
    out = np.zeros((m, m, len(kq), len(q)), complex)
    phase = np.exp(2j*np.pi*np.outer(kq, Rs))
    for mu in range(m):
        for nu in range(m):
            p = alpha[mu] + alpha[nu]
            P = (alpha[mu]*cen[mu, d] + alpha[nu]*(cen[nu, d] + Rs*a))/p
            F = overlap1d(mu, nu, d)[:, None]*np.exp(-q[None, :]**2/(4*p) - 1j*np.outer(P, q))
            out[mu, nu] = phase @ F
    return out

def combine(f, N):
    return np.einsum('abxg,abyh,abzl->xyzabghl', *f).reshape(N, m*m, -1)

def overlap_k(mesh):
    f = [pair1d(d, np.arange(mesh[d])/mesh[d], np.zeros(1)) for d in range(3)]
    return combine(f, int(np.prod(mesh))).reshape(-1, m, m)

def blocks(mesh):
    N = int(np.prod(mesh))
    s, u = np.linalg.eigh(overlap_k(mesh))
    X = np.einsum('kai,ki,kbi->kab', u, s**-0.5, u.conj())
    plus, out = plus_table(mesh), []
    for iq, Q in enumerate(cells(mesh)):
        Qf = [(Q[d] if 2*Q[d] <= mesh[d] else Q[d] - mesh[d])/mesh[d] for d in range(3)]
        q = [b*(Qf[d] + Gs) for d in range(3)]
        rho = combine([pair1d(d, np.arange(mesh[d])/mesh[d] + Qf[d], q[d]) for d in range(3)], N)
        T = np.einsum('kap,kbr->kprab', X.conj(), X[plus[:, iq]]).reshape(N, m*m, m*m)
        q2 = (q[0][:, None, None]**2 + q[1][None, :, None]**2 + q[2][None, None, :]**2).ravel()
        w = np.where(q2 > 1e-12, 4*np.pi/np.maximum(q2, 1e-12), 0.0)
        A = (T @ rho).reshape(N*m*m, -1)*np.sqrt(w/(N*Omega))
        out.append(A @ A.conj().T)
    return out

def grid_V(mesh, shift=0.0):
    h = a/npts
    x = [np.arange(npts*n)*h for n in mesh]
    funcs = []
    for it, T in enumerate(cells(mesh)):
        for mu in range(m):
            g = []
            for d in range(3):
                c = cen[mu, d] + T[d]*a + (shift if (it == 0 and mu == 1 and d == 0) else 0.0)
                g.append(sum((2*alpha[mu]/np.pi)**0.25*np.exp(-alpha[mu]*(x[d] - c - j*a*mesh[d])**2)
                             for j in range(-4, 5)))
            funcs.append(np.einsum('x,y,z->xyz', *g).ravel())
    chi = np.array(funcs)
    s, u = np.linalg.eigh(chi @ chi.T*h**3)
    wan = (u*s**-0.5) @ u.T @ chi
    M, shape = len(wan), tuple(len(v) for v in x)
    rho = (wan[:, None, :]*wan[None, :, :]).reshape((M*M,) + shape)
    q = [2*np.pi*np.fft.fftfreq(n, h) for n in shape]
    q2 = (q[0][:, None, None]**2 + q[1][None, :, None]**2 + q[2][None, None, :]**2).ravel()
    w = np.where(q2 > 1e-12, 4*np.pi/np.maximum(q2, 1e-12), 0.0)
    A = np.fft.fftn(rho, axes=(1, 2, 3)).reshape(M*M, -1)*h**3*np.sqrt(w/(Omega*np.prod(mesh)))
    Ar, Ai = np.ascontiguousarray(A.real), np.ascontiguousarray(A.imag)
    return Ar @ Ar.T + Ai @ Ai.T

def bloch_U(mesh):
    c = cells(mesh)
    return np.kron(np.exp(2j*np.pi*(c @ (c/np.array(mesh)).T))/np.sqrt(len(c)), np.eye(m))

def to_bloch(V, mesh):
    U = bloch_U(mesh)
    K = np.kron(U.conj().T, U.T)
    return K @ V @ K.conj().T

def cholesky(V, tol):
    d = V.diagonal().real.copy()
    L = np.zeros((len(d), 0), V.dtype)
    while d.sum() > tol and L.shape[1] < len(d):
        j = int(np.argmax(d))
        col = (V[:, j] - L @ L[j].conj())/np.sqrt(d[j])
        L = np.column_stack([L, col])
        d = np.maximum(d - np.abs(col)**2, 0.0)
    return L

def tail_rank(ev, tol):
    return int(np.sum(np.cumsum(np.sort(np.maximum(ev, 0.0))) > tol))

print(f"cell a = {a} bohr, Omega = {Omega} bohr^3, m = {m}, tau = {tau} hartree")
print(f"exponents {alpha.tolist()} bohr^-2, centres {cen.tolist()} bohr")
print(f"plane waves per Q = {len(Gs)**3}, grid points per cell edge = {npts}")
print(f"tight binding (hartree): eA {epsA}, eB {epsB}, t0 {t0}, tx {tx}, ty {ty}")

# selection rule, block values, spectra, relation between Q and -Q
mesh = (3, 2, 1)
c, plus = cells(mesh), plus_table(mesh)
N = len(c); M = m*N
Vg, VQ = grid_V(mesh), blocks(mesh)
Vb = to_bloch(Vg, mesh)
transfer = flat(c[None, :, :] - c[:, None, :], mesh)
label = np.kron(transfer, np.ones((m, m), int)).ravel()
off = label[:, None] != label[None, :]
offmax, ctrl = np.abs(Vb[off]).max(), np.abs(to_bloch(grid_V(mesh, 0.3), mesh)[off]).max()
assert offmax < 1e-11 and ctrl > 1e-4
berr = 0.0
for iq in range(N):
    rows = [(k*m + p)*M + plus[k, iq]*m + r for k in range(N) for p in range(m) for r in range(m)]
    berr = max(berr, np.abs(Vb[np.ix_(rows, rows)] - VQ[iq]).max())
assert berr < 1e-8
serr = np.abs(np.linalg.eigvalsh(Vg) - np.sort(np.concatenate([np.linalg.eigvalsh(v) for v in VQ]))).max()
assert serr < 1e-8
perr = 0.0
for iq in range(N):
    L = cholesky(VQ[iq], 1e-12).reshape(N, m, m, -1)
    Lm = np.empty_like(L)
    Lm[plus[:, iq]] = L.conj().transpose(0, 2, 1, 3)
    Lm = Lm.reshape(N*m*m, -1)
    perr = max(perr, np.abs(Lm @ Lm.conj().T - VQ[int(flat(-c[iq], mesh))]).max())
assert perr < 1e-8
print(f"3x2x1: elements {Vb.size}, above 1e-10: {int(np.sum(np.abs(Vb) > 1e-10))}, m^4 N^3 = {m**4*N**3}")
print(f"3x2x1: max forbidden element {offmax:.1e}, with one function moved 0.3 bohr {ctrl:.3e} hartree")
print(f"3x2x1: block error {berr:.1e}, spectrum error {serr:.1e}, -Q from Q error {perr:.1e} hartree")

# determinant energies: supercell definition against factorized blocks
hs = np.diag(np.tile([epsA, epsB], N))
for T in range(N):
    for t, sh in ((t0, (0, 0, 0)), (tx, (-1, 0, 0)), (ty, (0, -1, 0))):
        j = int(flat(c[T] + np.array(sh), mesh))*m + 1
        hs[T*m, j] += t
        hs[j, T*m] += t
occ = np.linalg.eigh(hs)[1][:, :N]
Ds, V4 = occ @ occ.T, Vg.reshape(M, M, M, M)
EH = 0.5*np.einsum('abcd,ab,dc->', V4, Ds, Ds)/N
EX = -0.5*np.einsum('abcd,ac,db->', V4, Ds, Ds)/N
D = []
for k in c/np.array(mesh):
    t = t0 + tx*np.exp(-2j*np.pi*k[0]) + ty*np.exp(-2j*np.pi*k[1])
    v = np.linalg.eigh(np.array([[epsA, t], [np.conj(t), epsB]]))[1][:, 0]
    D.append(np.outer(v.conj(), v))
D = np.array(D)
print(f"3x2x1 supercell: E_H = {EH:.8f}, E_x = {EX:.8f} hartree per cell")
for tol in (1e-2, 1e-4, 1e-6, 1e-12):
    Ls = [cholesky(v, tol) for v in VQ]
    for v, L in zip(VQ, Ls):
        res = v - L @ L.conj().T
        assert np.linalg.eigvalsh(res).min() > -1e-11
        assert np.abs(res).max() <= res.diagonal().real.max() + 1e-12
    eh = 0.5*np.sum(np.abs(D.ravel() @ Ls[0])**2)/N
    ex = 0.0
    for iq, L in enumerate(Ls):
        L = L.reshape(N, m, m, -1)
        ex -= 0.5*np.einsum('kprn,ksqn,kps,kqr->', L, L.conj(), D, D[plus[:, iq]]).real/N
    assert -1e-8 < EH - eh < tol/2 + 1e-8 and -1e-8 < ex - EX < tol/2 + 1e-8
    print(f" tau {tol:.0e}: n_Q {[L.shape[1] for L in Ls]}, E_H-fact {EH-eh:.2e}, fact-E_x {ex-EX:.2e} hartree")

# Fock-space identity
mesh = (3, 1, 1)
N = 3; M = m*N
plus, V4, U = plus_table(mesh), grid_V(mesh).reshape(M, M, M, M), bloch_U(mesh)
ann = []
for j in range(M):
    op = np.eye(1)
    for i in range(M):
        op = np.kron(op, np.diag([1.0, -1.0]) if i < j else (np.array([[0.0, 1.0], [0.0, 0.0]]) if i == j else np.eye(2)))
    ann.append(op)
ann = np.array(ann)
aa = np.array([[ann[i] @ ann[j] for j in range(M)] for i in range(M)])
Href = sum(0.5*ann[i].T @ ann[d].T @ np.einsum('bc,cbxy->xy', V4[i, :, :, d], aa)
           for i in range(M) for d in range(M))
ck = np.einsum('ia,ixy->axy', U.conj(), ann).reshape(N, m, 2**M, 2**M)
H1 = np.zeros_like(Href, complex); H2 = H1.copy(); Hone = H1.copy()
for iq, v in enumerate(blocks(mesh)):
    L = cholesky(v, 1e-12).reshape(N, m, m, -1)
    v0 = np.einsum('kprn,ksrn->kps', L, L.conj())
    E = {(k, p, r): ck[k, p].conj().T @ ck[plus[k, iq], r] for k in range(N) for p in range(m) for r in range(m)}
    Hone += sum(0.5*v0[k, p, s]*ck[k, p].conj().T @ ck[k, s] for k in range(N) for p in range(m) for s in range(m))
    for n in range(L.shape[-1]):
        Lh = sum(L[key + (n,)]*E[key] for key in E)
        Ah, Bh = (Lh + Lh.conj().T)/2, (Lh - Lh.conj().T)/2j
        H1 += 0.5*Lh @ Lh.conj().T
        H2 += 0.5*(Ah @ Ah + Bh @ Bh)
e1, e2 = np.abs(H1 - Hone - Href).max(), np.abs(H2 - Hone - Href).max()
assert e1 < 1e-8 and e2 < 1e-8 and np.abs(Hone).max() > 1e-2
print(f"Fock space dim {2**M}: error L L^+ form {e1:.1e}, squares form {e2:.1e}, max|H2| {np.abs(Href).max():.4f} hartree")

# rank bound independent of N for n x 1 x 1 meshes
smin = np.linalg.eigvalsh(overlap_k((64, 1, 1))).min()
lo = (b*np.maximum(np.abs(Gs) - 0.5, 0.0))**2
lo2 = (lo[:, None, None] + lo[None, :, None] + lo[None, None, :]).ravel()
lo2 = lo2[lo2 > 0]
cp = lambda p: np.sum(4*np.pi/lo2*np.exp(-lo2/(2*p)))/Omega
def tail_bound(r):
    return sum(cp(alpha[mu] + alpha[nu])*(overlap1d(mu, nu, 0)[np.abs(Rs) > r].sum()
               * overlap1d(mu, nu, 1).sum()*overlap1d(mu, nu, 2).sum())**2
               for mu in range(m) for nu in range(m))/smin**2
print(f"s_min = {smin:.5f}; c_p = {cp(0.6):.4f}, {cp(0.9):.4f}, {cp(1.2):.4f} hartree for p = 0.6, 0.9, 1.2")
for r in range(3):
    print(f" |R_x| <= {r}: rank {1 + m*m*(2*r + 1)}, tail bound {tail_bound(r):.3e} hartree")
rc = min(r for r in range(4) if tail_bound(r) <= tau)
nmax = 1 + m*m*(2*rc + 1)
print(f"uniform rank bound n_max = {nmax}")
print("N dim <n_eig> <n_chol> max_chol n_super | m^4N^3 M^2n_super S_Q | tr V, max diag V at Q=b/2 (hartree)")
SQ, SS, tr, gridrank = {}, {}, {}, {}
for N in (2, 4, 8, 16, 32):
    VQ = blocks((N, 1, 1))
    ev = [np.linalg.eigvalsh(v) for v in VQ]
    ne = np.array([tail_rank(e, tau) for e in ev])
    nc = np.array([cholesky(v, tau).shape[1] for v in VQ])
    for r in range(3):
        nr = 1 + m*m*(2*r + 1)
        assert all(np.sort(e)[::-1][nr:].sum() <= tail_bound(r) + 1e-11 for e in ev)
    assert ne.max() <= nmax and nc.max() <= nmax and np.all(nc >= ne)
    allev = np.sort(np.concatenate(ev))
    ns = tail_rank(allev, N*tau)
    assert ns <= ne.sum()
    if N <= 8:
        Vg = grid_V((N, 1, 1))
        eg = np.linalg.eigvalsh(Vg)
        assert np.abs(eg - allev).max() < 1e-8
        gridrank[N] = (tail_rank(eg, N*tau), cholesky(Vg, N*tau).shape[1])
    SQ[N], SS[N], tr[N] = m*m*N*int(nc.sum()), (m*N)**2*ns, np.trace(VQ[N//2]).real
    print(f"{N} {m*m*N} {ne.mean():.3f} {nc.mean():.3f} {nc.max()} {ns} | {m**4*N**3} {SS[N]} {SQ[N]} | "
          f"{tr[N]:.6f} {VQ[N//2].diagonal().real.max():.6f}")
print(f"grid supercell ranks (eigenvalue, Cholesky) by N: {gridrank}")
slopeQ, slopeS = np.log2(SQ[32]/SQ[16]), np.log2(SS[32]/SS[16])
slopeG = 2 + np.log2(gridrank[8][0]/gridrank[4][0])
assert abs(tr[32] - tr[16]) < 1e-6
assert abs(slopeQ - 2) < 0.2 and abs(slopeS - 3) < 0.2 and abs(slopeG - 3) < 0.3
print(f"storage slope N 16->32: per-Q {slopeQ:.3f}, supercell {slopeS:.3f}; grid supercell 4->8 {slopeG:.3f}")
print(f"N = 32 gains: supercell/per-Q {SS[32]/SQ[32]:.2f}, m^4N^3/per-Q {m**4*32**3/SQ[32]:.2f}")

# memory count for assumed round sizes
mm, nn, NN, GiB = 20, 200, 216, 2.0**30
print(f"assumed m = {mm}, n = {nn}, N = {NN} (counting only)")
print(f" full complex {16*mm**4*NN**4/GiB:.3e} GiB, momentum-conserving complex {16*mm**4*NN**3/GiB:.3e} GiB")
print(f" supercell factor real {8*mm**2*nn*NN**3/GiB:.1f} GiB, per-Q factor complex {16*mm**2*nn*NN**2/GiB:.2f} GiB")
kept = (NN + 8)//2
print(f" with the -Q relation on a 6x6x6 mesh: {kept} blocks, {16*mm**2*nn*NN*kept/GiB:.2f} GiB")
print("checks complete")
```

It prints:

```
cell a = 4.0 bohr, Omega = 64.0 bohr^3, m = 2, tau = 1e-06 hartree
exponents [0.6, 0.3] bohr^-2, centres [[0.0, 0.0, 0.0], [1.5, 0.5, 0.0]] bohr
plane waves per Q = 1331, grid points per cell edge = 12
tight binding (hartree): eA -0.5, eB 0.5, t0 -0.2, tx -0.1, ty -0.1
3x2x1: elements 20736, above 1e-10: 3456, m^4 N^3 = 3456
3x2x1: max forbidden element 2.7e-16, with one function moved 0.3 bohr 2.731e-03 hartree
3x2x1: block error 6.5e-16, spectrum error 2.2e-15, -Q from Q error 2.2e-16 hartree
3x2x1 supercell: E_H = 0.13167036, E_x = -0.33388201 hartree per cell
 tau 1e-02: n_Q [4, 4, 5, 4, 5, 4], E_H-fact 3.28e-04, fact-E_x 1.79e-04 hartree
 tau 1e-04: n_Q [8, 7, 8, 7, 8, 7], E_H-fact 1.20e-05, fact-E_x 2.06e-05 hartree
 tau 1e-06: n_Q [11, 8, 11, 8, 11, 8], E_H-fact 8.20e-10, fact-E_x 2.77e-09 hartree
 tau 1e-12: n_Q [14, 10, 14, 10, 14, 10], E_H-fact -3.61e-16, fact-E_x -7.22e-16 hartree
Fock space dim 64: error L L^+ form 2.4e-15, squares form 2.4e-15, max|H2| 1.5265 hartree
s_min = 0.33662; c_p = 2.0160, 2.6734, 3.1385 hartree for p = 0.6, 0.9, 1.2
 |R_x| <= 0: rank 5, tail bound 5.453e+00 hartree
 |R_x| <= 1: rank 13, tail bound 2.992e-06 hartree
 |R_x| <= 2: rank 21, tail bound 2.765e-17 hartree
uniform rank bound n_max = 21
N dim <n_eig> <n_chol> max_chol n_super | m^4N^3 M^2n_super S_Q | tr V, max diag V at Q=b/2 (hartree)
2 8 5.000 5.000 6 10 | 128 160 80 | 1.210737 0.339213
4 16 6.000 6.000 6 24 | 1024 1536 384 | 1.212821 0.169606
8 32 6.000 6.000 6 47 | 8192 12032 1536 | 1.212828 0.084803
16 64 6.000 6.000 6 94 | 65536 96256 6144 | 1.212828 0.042402
32 128 6.000 6.000 6 188 | 524288 770048 24576 | 1.212828 0.021201
grid supercell ranks (eigenvalue, Cholesky) by N: {2: (10, 10), 4: (24, 24), 8: (47, 48)}
storage slope N 16->32: per-Q 2.000, supercell 3.000; grid supercell 4->8 2.970
N = 32 gains: supercell/per-Q 31.33, m^4N^3/per-Q 21.33
assumed m = 20, n = 200, N = 216 (counting only)
 full complex 5.190e+06 GiB, momentum-conserving complex 2.403e+04 GiB
 supercell factor real 6006.8 GiB, per-Q factor complex 55.62 GiB
 with the -Q relation on a 6x6x6 mesh: 112 blocks, 28.84 GiB
checks complete
```
